# Fourier relaxation against acoustic crossing in a 100 nm silicon cell

## Problem

A silicon crystal is simulated in a periodic cell of length \(L=100\) nm along \(x\), with no side walls. One half starts slightly hotter than the other, and the temperature difference decays. The bulk diffusivity is to be found by fitting this decay to Fourier's law.

Use these rough room-temperature values: conductivity \(\kappa=150\) W/(m K), heat capacity \(C=1.66\) MJ/(m³ K), density \(\rho=2330\) kg/m³, and elastic constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa. The Debye mean sound speed, obtained by averaging \(v^{-3}\) over directions and the three acoustic branches, is \(v=5.90\) km/s.

1. Find the Fourier relaxation time \(\tau_F\) of the slowest harmonic.
2. Find the shortest acoustic crossing time \(t_{ac}\) and compare the two.
3. Decide whether phonons can carry energy fast enough to produce the Fourier decay.
4. In a model with one phonon speed and one mean free path, find when an exponential mode exists, and what an exponential fit returns.
5. Judge how far the conclusion depends on the simplifications.

## Solution

### 1. The Fourier time

For small temperature differences \(\kappa\) and \(C\) are constant, and energy conservation with Fourier's law gives

\[
\frac{\partial T}{\partial t}=\alpha\frac{\partial^2T}{\partial x^2},\qquad
\alpha=\frac{\kappa}{C}=\frac{150}{1.66\times10^{6}}\ \mathrm{m^2/s}=90.4\ \mathrm{nm^2/ps}.
\]

This is 0.904 cm²/s. The longest wave that fits the period has \(k=2\pi/L\). Two derivatives of \(\sin kx\) give \(-k^2\sin kx\), so its relative amplitude is

\[
A_F(t)=e^{-t/\tau_F},\qquad
\tau_F=\frac1{\alpha k^2}=\frac{L^2}{4\pi^2\alpha}
=\frac{10^4}{39.5\times90.4}\ \mathrm{ps}=2.80\ \mathrm{ps}.
\]

The step start contains this harmonic. With initial difference \(\Delta T_0\), its deviation from the mean is

\[
\frac{2\Delta T_0}{\pi}\sum_{n\ \mathrm{odd}}\frac{\sin(nkx)}{n}.
\]

The average of \(\sin(nkx)\) over \(0<x<L/2\) is \(2/(\pi n)\), and over the other half it is \(-2/(\pi n)\). Harmonic \(n\) therefore contributes \((2/\pi n)(4/\pi n)\) to the difference of the half-cell averages, and decays \(n^2\) times faster than the first:

\[
\frac{\Delta T(t)}{\Delta T_0}=\sum_{n\ \mathrm{odd}}\frac{8}{\pi^2n^2}e^{-n^2t/\tau_F}.
\]

The equations are linear and the cell is uniform, so the first harmonic can be projected out and followed by itself.

### 2. The acoustic time

For a longitudinal wave along [111], the elastic wave equation has equal diagonal elements \((C_{11}+2C_{44})/3\) and equal off-diagonal elements \((C_{12}+C_{44})/3\). Acting on the polarization \((1,1,1)\), it gives

\[
\rho v_{max}^2=\frac{C_{11}+2C_{44}}3+2\,\frac{C_{12}+C_{44}}3
=\frac{C_{11}+2C_{12}+4C_{44}}3 .
\]

Hence \(v_{max}=9.37\) km/s, or 9.37 nm/ps. A scan over directions found no faster sound wave. I assume that no other phonon carries energy faster than this. Then

\[
t_{ac}=\frac{L}{v_{max}}=\frac{100}{9.37}\ \mathrm{ps}=10.7\ \mathrm{ps},\qquad
\frac{\tau_F}{t_{ac}}=\frac{Lv_{max}}{4\pi^2\alpha}=0.26 .
\]

Fourier's law makes the profile relax in about a quarter of the time that the fastest sound needs to cross the cell. Even half the period takes 5.3 ps. Because \(\tau_F\propto L^2\) and \(t_{ac}\propto L\), the ratio grows with \(L\); at fixed \(\alpha\) and \(v_{max}\) it reaches one at 381 nm.

This comparison is a warning, not yet a proof: energy need not cross the whole cell to reduce a sine wave. A bound on the amplitude is needed.

### 3. A floor set by the phonon speed

Treat the excess energy as packets that move and scatter, with energy conserved and passed on with positive probabilities. Let the start be in local equilibrium, so that packets leave in all directions with the crystal's symmetry. A packet displaced by \(\Delta x\) turns an initial \(\cos kx\) into

\[
\cos k(x-\Delta x)=\cos kx\cos k\Delta x+\sin kx\sin k\Delta x .
\]

Displacements \(\Delta x\) and \(-\Delta x\) are equally likely, so the last term averages to zero and

\[
A(t)=\langle\cos k\Delta x\rangle .
\]

In a cubic crystal the mean square displacements along the three axes are equal. The total displacement \(\Delta r\) cannot exceed \(v_{max}t\), so

\[
\langle\Delta x^2\rangle=\tfrac13\langle\Delta r^2\rangle\le\tfrac13v_{max}^2t^2 .
\]

With \(\cos y\ge1-y^2/2\), this gives

\[
A(t)\ge1-\frac{(kv_{max}t)^2}{6}.
\]

No mean free path enters. At \(t=\tau_F/2=1.40\) ps,

\[
kv_{max}t=\frac{2\pi\times9.37\times1.40}{100}\approx0.82,\qquad
A\ge1-\frac{0.82^2}{6}\approx0.89 .
\]

Fourier's law predicts \(e^{-1/2}=0.61\). It has removed 39% of the amplitude when phonons can have removed at most about 11%. **The bulk diffusive decay is therefore impossible in this cell under the stated assumptions.**

For other lengths, \(kv_{max}\tau_F/2=v_{max}L/(4\pi\alpha)\). The floor lies above \(e^{-1/2}\) when

\[
L<\frac{4\pi\alpha}{v_{max}}\sqrt{6(1-e^{-1/2})}=186\ \mathrm{nm}.
\]

Passing this one test does not establish diffusion. At early enough times the Fourier curve is below the floor for every \(L\), since it falls linearly in \(t\) and the floor quadratically. The size of the conflict shrinks, however. With \(s=t/\tau_F\), \(e^{-s}\ge1-s\) and \(kv_{max}\tau_F=v_{max}/(\alpha k)\), the gap obeys

\[
1-\frac{(kv_{max}t)^2}{6}-e^{-s}
\le s-\frac{v_{max}^2s^2}{6\alpha^2k^2}
\le\frac32\left(\frac{2\pi\alpha}{v_{max}L}\right)^2 .
\]

The last step takes the maximum of the parabola over \(s\). In long cells this conflict is a small initial transient.

### 4. What a fit measures

Now let all phonons have speed \(v=5.90\) km/s and scatter isotropically after a mean time \(\tau\). Let \(g(x,\mu,t)\) be the excess energy density for direction cosine \(\mu\), and \(\bar g=\frac12\int_{-1}^{1}g\,d\mu\) its average. Then

\[
\frac{\partial g}{\partial t}+v\mu\frac{\partial g}{\partial x}
=-\frac{g-\bar g}{\tau}.
\]

For slow, smooth variations, \(g\approx\bar g-v\mu\tau\,\partial_x\bar g\). The heat flux is

\[
\frac12\int_{-1}^{1}v\mu g\,d\mu=-\frac{v^2\tau}{3}\frac{\partial\bar g}{\partial x}.
\]

So \(\alpha=v^2\tau/3=v\Lambda/3\), where \(\Lambda=v\tau\). The given data require

\[
\Lambda=\frac{3\alpha}{v}=\frac{3\times90.4}{5.90}\ \mathrm{nm}=46\ \mathrm{nm},\qquad
\tau=\frac{\Lambda}{v}=7.8\ \mathrm{ps}.
\]

The Fourier time is shorter than the mean time between collisions.

Seek a mode \(g=G(\mu)e^{ikx-\gamma t}\). With \(K=k\Lambda\) and \(z=1-\gamma\tau\), the transport equation gives \(G=\bar G/(z+iK\mu)\). Averaging over \(\mu\) and dividing by \(\bar G\),

\[
1=\frac12\int_{-1}^{1}\frac{d\mu}{z+iK\mu}.
\]

Write \(z=a+ib\). The imaginary part of this condition is

\[
0=\frac1{4K}\ln\frac{a^2+(b+K)^2}{a^2+(b-K)^2},
\]

which forces \(b=0\). The real part then requires \(a>0\), since its integrand has the sign of \(a\). Thus \(z\) is real and positive, and pairing \(\mu\) with \(-\mu\) gives

\[
1=\int_0^1\frac{z\,d\mu}{z^2+K^2\mu^2}=\frac1K\arctan\frac Kz .
\]

The arctangent of a positive number is below \(\pi/2\). A solution therefore exists only for \(K<\pi/2\), where \(z=K\cot K\) and

\[
\gamma=\frac{1-K\cot K}{\tau}.
\]

Since \(K=2\pi\Lambda/L\), the condition is \(L>4\Lambda=184\) nm. This is close to the 186 nm found above, but the two lengths answer different questions and use different speeds.

For small \(K\), \(K\cot K=1-K^2/3-K^4/45-\cdots\). Using \(K^2/(3\tau)=\alpha k^2\),

\[
\gamma=\alpha k^2\left(1+\frac{K^2}{15}+\cdots\right),
\]

so the long-cell limit restores Fourier's law.

The 100 nm cell has \(K=2.89\), above \(\pi/2\). It has no separate exponential mode. What remains is a continuum of directional waves damped as \(e^{-t/\tau}\), whose phases drift apart as \(e^{-ikv\mu t}\). Solving the transport equation numerically for the equilibrium start gives an amplitude of 0.85 at \(\tau_F\), against 0.37 from Fourier's law. The amplitude crosses zero at 12.4 ps and reaches about −0.03. A decaying exponential cannot change sign. An independent calculation with random phonon flights gives 0.48 at 6 ps, in agreement with the transport solution within the sampling error of about 0.001.

Next, fit \(\ln A\) by a straight line, with free slope and intercept, in three successive windows each one \(\tau_F\) long. Convert each decay rate \(\Gamma\) to an apparent conductivity \(C\Gamma/k^2\):

| \(L\) (nm) | First window | Second | Third |
|---|---:|---:|---:|
| 100 | 25 | 71 | 127 |
| 1000 | 150.1 | 150.8 | 150.8 |

The entries are in W/(m K); the input was 150. In the short cell the answer depends on the window. The first value is low because \(A\le1\) and the quadratic floor together force zero slope at \(t=0\), while Fourier's law starts at its full rate. At 1000 nm the model is close to diffusive, and the excess of 0.8 W/(m K) in the later windows agrees with \(\kappa K^2/15\) for \(K=0.29\).

A curve can still be fitted at 100 nm. In this model the result is an apparent conductivity for that cell, start and time window, not the bulk value. The sign change and the strong window dependence belong to the single-path model. When much of the heat capacity sits in slow, short-path phonons, the amplitude can stay positive and become nearly exponential at late times, while the fitted conductivity lies far below the bulk value. A clean exponential is therefore no proof that the bulk value has been found.

### 5. Dependence on the simplifications

With the packet picture and the local-equilibrium start of part 3 kept, the comparison there depends only on \(L\), \(v_{max}\) and, through the Fourier time, \(\kappa\) and \(C\), so changes in these matter for the proof. In both cases below, the cell length and \(v_{max}\) are held fixed.

- Classical molecular dynamics has a heat capacity near \(3k_B\) per atom, or 2.07 MJ/(m³ K). With \(\kappa\) unchanged, \(\tau_F=3.5\) ps and the floor at half that time is 0.82.
- At 400 K, rough values are \(\kappa=100\) W/(m K) and \(C=1.83\) MJ/(m³ K). Then \(\tau_F=4.6\) ps and the floor is 0.69.

Both floors exceed 0.61, so the contradiction survives, with a smaller margin at 400 K. At somewhat higher temperatures \(\alpha\) falls further and the floor at \(\tau_F/2\) drops below 0.61; only a smaller conflict at earlier times then remains.

The detailed decay curve is less secure. Real silicon has a broad range of phonon speeds and mean free paths, and much of its room-temperature heat is carried by paths far longer than 46 nm. At fixed \(\kappa\) and \(C\), the single-speed model falls to \(1/e\) in 7.0 ps. Splitting the heat capacity equally between paths of 8.4 and 83.5 nm, at the same speed, gives 8.6 ps. Halving the speed instead, which doubles the path, gives 12.8 ps. All exceed the Fourier value of 2.8 ps. These variants do not reproduce the full silicon spectrum, so the good fit at 1000 nm is a property of the single-path model and not a safe length for silicon. The sign of the small excess found there is model-dependent too: with a wide spread of paths, as in the two-path variant, the fit at 1000 nm falls below the input conductivity. A real 100 nm device also has surfaces and contacts, which this periodic cell leaves out; its cooling time cannot be read from these numbers.

The remaining computed values are in the numerical output.

## Numbers as computed

```
cell length: 100 nm
thermal conductivity: 150 W/(m K)
heat capacity: 1.66 MJ/(m^3 K)
elastic constants C11, C12, C44: 166, 64, 80 GPa
density: 2330 kg/m^3
diffusivity: 0.904 cm^2/s = 90.4 nm^2/ps
fastest sound speed: 9.37 km/s
Debye mean speed: 5.90 km/s
Fourier time: 2.80 ps
acoustic crossing time, fastest: 10.67 ps
acoustic crossing time, mean speed: 16.95 ps
ratio Fourier/fastest acoustic: 0.263
length where the two times are equal: 381 nm
half the Fourier time: 1.40 ps
Fourier amplitude then: 0.607
lowest amplitude allowed then: 0.886
single-speed model amplitude then: 0.958
contradiction at half Fourier time below L = 186 nm
single-speed mean free path: 45.9 nm
single-speed collision time: 7.79 ps
k times mean free path: 2.89
shortest cell with exponential mode: 184 nm
model amplitude at Fourier time: 0.848
model amplitude at 6 ps: 0.479
random-flight amplitude at 6 ps: 0.479
first zero of model amplitude: 12.37 ps
most negative model amplitude: -0.0325
fitted kappa, L = 100 nm, windows 1-3: 24.9, 71.3, 127.2 W/(m K)
fitted kappa, L = 1000 nm, windows 1-3: 150.1, 150.8, 150.8 W/(m K)
fitted kappa, L = 4000 nm, windows 1-3: 150.0, 150.1, 150.1 W/(m K)
time to fall to 1/e, single-speed model: 6.97 ps
time to fall to 1/e, two-path model: 8.59 ps
time to fall to 1/e, half-speed model: 12.82 ps
two-path mean free paths: 8.4, 83.5 nm
classical heat capacity: kappa 150 W/(m K), C 2.07 MJ/(m^3 K)
classical heat capacity: Fourier time 3.49 ps, floor at half of it 0.824
400 K: kappa 100 W/(m K), C 1.83 MJ/(m^3 K)
400 K: Fourier time 4.64 ps, floor at half of it 0.690
```
